# Perfect circulation in three coupled resonators with flux π/2

## What fails without the matching condition

Three resonators joined in a ring, each with its own port, can send light from port 1 to port 3 while blocking the way back. A synthetic flux makes the two directions different, but it does not by itself make a good circulator. Take the flux $\pi/2$ and a hopping equal to the port energy-decay rate, twice the correct value. On resonance, $9/169=5.3\%$ of the power is then reflected and $16/169=9.5\%$ leaks into the port that should stay dark. Halving the hopping removes both faults together.

The statement to be derived is this. For three identical lossless resonators with port energy-decay rate $\kappa$, hopping $J>0$ and flux $\Phi=\pi/2$, circulation on resonance is perfect when

$$J=\frac{\kappa}{2}.$$

## Model and conventions

Resonator $j$ has one mode of angular frequency $\omega_0$ and amplitude $a_j$, scaled so that $|a_j|^2$ is the stored energy. The time factor is $e^{-i\omega t}$. Each pair of resonators exchanges amplitude at the angular frequency $J$, so two of them alone would be split by $2J$.

Let $\theta=\Phi/3$. The hops $1\to2$, $2\to3$, $3\to1$ carry the phase $+\theta$, and the reverse hops carry $-\theta$:

$$H_{21}=H_{32}=H_{13}=Je^{i\theta},\qquad H_{12}=H_{23}=H_{31}=Je^{-i\theta}.$$

A change of phase reference of the modes can move phase from one link to another, but it leaves the loop sum $\Phi$ and all transmitted powers unchanged.

**The port.** Consider one resonator at its own frequency, in the rotating frame. Let $|s|^2$ be power and write

$$\dot a=-\frac{\kappa}{2}a+d\,s^{\rm in},\qquad s^{\rm out}=c\,s^{\rm in}+e\,a .$$

Energy conservation demands $d|a|^2/dt=|s^{\rm in}|^2-|s^{\rm out}|^2$, or

$$-\kappa|a|^2+2\,{\rm Re}(a^*d\,s^{\rm in})=(1-|c|^2)|s^{\rm in}|^2-|e|^2|a|^2-2\,{\rm Re}(e^*a^*c\,s^{\rm in}).$$

This must hold for every $a$ and $s^{\rm in}$. Hence $|e|^2=\kappa$, $|c|=1$ and $d=-e^*c$. The reference phases of the outgoing and incoming waves are free; we use them to set $e=\sqrt\kappa$ and $c=-1$, which gives $d=\sqrt\kappa$.

For the ring this becomes

$$\dot{\mathbf a}=-i(\omega_0+H)\mathbf a-\frac{\kappa}{2}\mathbf a+\sqrt\kappa\,\mathbf s^{\rm in},\qquad \mathbf s^{\rm out}=-\mathbf s^{\rm in}+\sqrt\kappa\,\mathbf a .$$

The rate $\kappa$ is taken as independent of frequency across the ring's response.

## Solving the ring

Drive at $\omega=\omega_0+\Delta$. In the steady state $\dot{\mathbf a}=-i\omega\mathbf a$, so

$$(g+iH)\mathbf a=\sqrt\kappa\,\mathbf s^{\rm in},\qquad g=\frac{\kappa}{2}-i\Delta .$$

Send a wave $s$ into port 1 only, and abbreviate $u=iJe^{i\theta}$ and $w=iJe^{-i\theta}$. The three rows are

$$ga_1+wa_2+ua_3=\sqrt\kappa\,s,$$
$$ua_1+ga_2+wa_3=0,\qquad wa_1+ua_2+ga_3=0 .$$

The last two are linear equations for $a_2$ and $a_3$ with determinant $g^2-uw$. Since $uw=-J^2$, Cramer's rule gives

$$a_2=\frac{w^2-gu}{g^2+J^2}\,a_1,\qquad a_3=\frac{u^2-gw}{g^2+J^2}\,a_1 .$$

The denominator cannot vanish, because $g$ has a positive real part while $g^2=-J^2$ would need an imaginary $g$. Inserting both into the first row,

$$a_1\,\frac{g(g^2+J^2)+w^3-guw+u^3-guw}{g^2+J^2}=\sqrt\kappa\,s .$$

Call the numerator $D$. With $-2guw=2gJ^2$, $u^3=-iJ^3e^{i\Phi}$ and $w^3=-iJ^3e^{-i\Phi}$,

$$D=g^3+3gJ^2-2iJ^3\cos\Phi .$$

To expose the interference, factor $w^2-gu=-u(g-w^2/u)$. Here $w^2/u=w^3/(uw)=iJe^{-i\Phi}$, and likewise $u^2/w=iJe^{i\Phi}$. The output relation then yields

$$S_{11}=-1+\frac{\kappa(g^2+J^2)}{D},$$
$$S_{21}=-\frac{i\kappa Je^{i\theta}}{D}\left(g-iJe^{-i\Phi}\right),$$
$$S_{31}=-\frac{i\kappa Je^{-i\theta}}{D}\left(g-iJe^{i\Phi}\right).$$

The first index is the output port. The other two columns follow by cyclic relabelling, since the ring looks the same from each port.

In each bracket the first term comes from the direct hop and the second from the path through the third resonator. A static ring with real reciprocal couplings has $\Phi=0$ or $\pi$. The two brackets are then equal, so $|S_{21}|=|S_{31}|$ and the ring cannot circulate. With flux, the relative phase of the two paths depends on the sense of travel.

## The circulation point

Set $\Phi=\pi/2$, so that $e^{\pm i\Phi}=\pm i$. The bracket in $S_{21}$ becomes $g-J$, that in $S_{31}$ becomes $g+J$, and $D=g^3+3gJ^2$.

On resonance $g=\kappa/2$. If also $J=\kappa/2$, then $g=J$, $D=4J^3$ and $\kappa=2J$. Therefore

$$S_{21}=0,\qquad S_{11}=-1+\frac{2J\cdot2J^2}{4J^3}=0,$$
$$S_{31}=-i e^{-i\pi/6}\,\frac{2J\cdot J\cdot2J}{4J^3}=-ie^{-i\pi/6}.$$

All power entering port 1 leaves at port 3. By cyclic symmetry the full sequence is $1\to3\to2\to1$. Reversing the flux exchanges the brackets and reverses the sequence. The phase of $S_{31}$ depends on the phase references; its unit modulus does not.

**Other hoppings.** Stay on resonance at flux $\pi/2$ and let $x=2J/\kappa$. Dividing numerators and denominators by $(\kappa/2)^3$ gives

$$S_{11}=\frac{1-x^2}{1+3x^2},\quad |S_{21}|=\frac{2x|1-x|}{1+3x^2},\quad |S_{31}|=\frac{2x(1+x)}{1+3x^2}.$$

The case $x=2$ gives the powers $9/169$, $16/169$ and $144/169$, the first two being the faults quoted at the start. For $x\to0$ each port reflects everything. For $x\to\infty$ the powers tend to $1/9$, $4/9$ and $4/9$: the direct hop becomes negligible beside the two-hop path and directionality disappears. Near the matched point, $x=1+\varepsilon$ gives reflected and leaked powers of $\varepsilon^2/4$ each, to leading order. A 10% error in hopping thus costs about 0.25% in each.

## Why the point is unique on resonance

Suppose we require $S_{21}=0$ for a general flux and detuning. Then

$$\frac{\kappa}{2}-i\Delta=iJe^{-i\Phi}=J\sin\Phi+iJ\cos\Phi,$$

and comparing real and imaginary parts,

$$J\sin\Phi=\frac{\kappa}{2},\qquad \Delta=-J\cos\Phi .$$

No separate condition on reflection is needed. Write $r=S_{11}$ and $t=S_{31}$. With $S_{21}=0$, the first two columns of the cyclic matrix are $(r,0,t)$ and $(t,r,0)$. Energy conservation makes $S$ unitary, so the columns are orthogonal and $r^*t=0$. If $t$ vanished, its bracket would demand $J\sin\Phi=-\kappa/2$, contradicting the condition above. Hence $r=0$ and $|t|=1$.

At $\Delta=0$ we need $\cos\Phi=0$, and $\sin\Phi>0$ then selects $\Phi=\pi/2$, up to multiples of $2\pi$, with $J=\kappa/2$. The opposite sense requires $\Phi=-\pi/2$ with the same hopping.

Other fluxes work at a shifted frequency. For $\Phi=\pi/3$, for instance, $J=\kappa/\sqrt3\approx0.58\kappa$ and $\Delta=-J/2\approx-0.29\kappa$. As the flux approaches 0 or $\pi$, the required hopping diverges. The value $\pi/2$ needs the smallest hopping.

## The same result from the supermodes

The amplitudes $a_j\propto e^{iqj}$ with $q=0,\pm2\pi/3$ are eigenvectors of $H$. Each site receives $Je^{i\theta}$ from the preceding site and $Je^{-i\theta}$ from the following one, so

$$E_q=J(e^{i\theta-iq}+e^{-i\theta+iq})=2J\cos(q-\theta).$$

For $\theta=\pi/6$ the frequency shifts are $0$ and $\pm\sqrt3J$. On resonance each supermode scatters with the eigenvalue

$$\lambda=-1+\frac{\kappa}{\kappa/2+iE}=\frac{\kappa/2-iE}{\kappa/2+iE}=e^{-2i\arctan(2E/\kappa)}.$$

The three eigenphases are $0$ and $\mp\beta$, with $\beta=2\arctan(2\sqrt3J/\kappa)$ between 0 and $\pi$. The reflection $S_{11}$ is the mean of the eigenvalues, $(1+2\cos\beta)/3$. It vanishes for $\beta=2\pi/3$, which requires $2\sqrt3J/\kappa=\tan(\pi/3)=\sqrt3$, or $J=\kappa/2$. The eigenphases are then $120^\circ$ apart. With no reflection, the first two columns of $S$ are $(0,S_{21},S_{31})$ and $(S_{31},0,S_{21})$. Their orthogonality gives $S_{31}^*S_{21}=0$, so one transmission vanishes and the other has unit modulus. The brackets found above show that $S_{21}$ is the one that vanishes.

## Bandwidth

Keep $\Phi=\pi/2$ and $J=\kappa/2$, and let $y=2\Delta/\kappa$. Then $g=J(1-iy)$ and $D=J^3d$, with

$$d=(1-iy)(4-y^2-2iy)=4-3y^2-i(6y-y^3).$$

The brackets are $g-J=-iyJ$ and $g+J=J(2-iy)$. The reflection numerator over $d$ is

$$2(2-2iy-y^2)-d=y\,[\,y+i(2-y^2)\,].$$

With $N=|d|^2=y^6-3y^4+12y^2+16$, the powers are

$$|S_{31}|^2=\frac{4(4+y^2)}N,\quad |S_{21}|^2=\frac{4y^2}N,\quad |S_{11}|^2=\frac{y^2(y^4-3y^2+4)}N .$$

They add to one. Isolation compares forward transmission $1\to3$ with reverse transmission $3\to1$. By cyclic symmetry the latter equals the leakage $1\to2$, so the reverse-to-forward ratio is $y^2/(4+y^2)$. Isolation of 20 dB means a ratio of $1/100$, hence $y=2/\sqrt{99}$ and a full bandwidth

$$2|\Delta|=\frac{2\kappa}{\sqrt{99}}=0.201\,\kappa .$$

## Internal loss

Let each resonator also lose energy internally at the rate $\kappa_i$, and write $\kappa_t=\kappa+\kappa_i$. In the solution $g$ becomes $\kappa_t/2-i\Delta$, while the port factor $\kappa$ stays. At flux $\pi/2$ on resonance the leakage vanishes for $J=\kappa_t/2$. With $g=J$ and $D=4J^3$,

$$|S_{31}|=\frac{\kappa}{2J}=\frac{\kappa}{\kappa_t},\qquad S_{11}=-1+\frac{\kappa}{2J}=-\frac{\kappa_i}{\kappa_t}.$$

The isolation can be restored, but the reflection no longer vanishes with it: the unitarity argument has lost its premise.

## Producing the flux by modulation

Let the resonators have frequencies $\omega_0$, $\omega_0+\Omega$ and $\omega_0+2\Omega$. Modulate the link between 1 and 2 as $2J\cos(\Omega t-\phi_{12})$. With $a_1=b_1$ and $a_2=b_2e^{-i\Omega t}$, the link contributes to $i\dot b_2$ the term

$$2J\cos(\Omega t-\phi_{12})e^{i\Omega t}b_1=J\left(e^{i\phi_{12}}+e^{2i\Omega t-i\phi_{12}}\right)b_1 .$$

The first part is a steady hop with a chosen phase. The second, counter-rotating part averages out for $\Omega\gg J,\kappa$. Links 23 and 13 are driven at $\Omega$ and $2\Omega$. The hop $3\to1$ reverses link 13, so

$$\Phi=\phi_{12}+\phi_{23}-\phi_{13}.$$

"Identical" and "on resonance" now refer to the rotating frame: each port is used at its own resonator's frequency. The light changes frequency on passage, and the conserved quantity is photon number rather than energy.

## Worked example near 1550 nm

Take standing-wave resonators in thin-film lithium niobate, whose index can be modulated electrically without injecting carriers. The parameters are rough. Rates are divided by $2\pi$ and given in GHz.

The carrier frequency is 193.41 THz. A port linewidth $\kappa/2\pi=1$ GHz requires $J/2\pi=0.5$ GHz. The supermodes lie at $0$ and $\pm\sqrt3\times0.5=\pm0.866$ GHz, and the 20 dB bandwidth is 0.201 GHz. At a detuning of 0.1 GHz, $y=0.2$ and $N=16.475$, so

$$|S_{31}|^2=\frac{16.16}{16.475}=0.981,\qquad |S_{21}|^2=\frac{0.16}{16.475}=0.0097,$$

with a reflection of 0.0094.

**Loss and mismatch.** An internal quality factor of two million gives $\kappa_i/2\pi=193410/(2\times10^6)=0.097$ GHz. With $J/2\pi$ left at 0.5 GHz, the isolation is

$$20\log_{10}\frac{0.5484+0.5000}{0.5484-0.5000}\approx26.7\ {\rm dB}.$$

Raising the hopping to 0.548 GHz restores the null. The insertion loss is then $20\log_{10}(1.097)=0.80$ dB and the return loss 21.1 dB. In a separate lossless calculation with $J/2\pi=0.5$ GHz, shifting resonator 2 alone by 0.05 GHz limits the worst isolation to 26.0 dB.

**Modulated links.** Let $\Omega/2\pi=20$ GHz, so the drives run at 20, 20 and 40 GHz, with phases $\phi_{12}=\pi/2$ and $\phi_{23}=\phi_{13}=0$. The counter-rotating terms were kept by expanding every amplitude in harmonics of $\Omega$, from $-8$ to $8$, and solving the linear equations numerically. Without loss, these terms alone limit the worst isolation to 40.6 dB. This figure and those below for modulated links count only the light at each port's own resonator frequency. If the sidebands are not filtered out, the isolation is lower, here 34.0 dB.

A real link is likely to have a static part as well. If its hopping swings between 0 and 2 GHz, the static part is $G/2\pi=1$ GHz, and the lossless isolation falls to 19.1 dB. With a static part the result depends on how the flux is divided among the drive phases, not only on $\Phi$. At the same flux, other divisions give up to about 21 dB, and the figures below likewise hold for the phases stated. Up to about 1% of the input power then leaves in unwanted sidebands. One cause is the repulsion of detuned modes: to second order, a static link pushes each mode away from the other by $G^2$ over their spacing. Resonator 1 moves by $-(1/20+1/40)=-0.075$ GHz, resonator 3 by $+0.075$ GHz, and the shifts of resonator 2 cancel.

With loss included as well, and $J/2\pi$ still 0.5 GHz, the isolation is 18.6 dB. A numerical least-squares search then adjusted the resonator frequencies, one drive phase and the three modulated hoppings to null all three leakages. It found a solution with

- frequency offsets of $+0.070$, $-0.009$ and $-0.103$ GHz for resonators 1, 2 and 3;
- a drive phase $\phi_{12}=0.492\pi$, with the other two kept at zero;
- hoppings of 0.552, 0.552 and 0.551 GHz.

At each port's own frequency the leakage is zero to numerical precision in this model, and the worst insertion loss is 0.85 dB. Sidebands still carry up to about 0.45% of the input power out of the port that should stay dark, so without filters the worst isolation is 22.7 dB. Seven parameters meet six real conditions, and these settings are not unique: a common frequency offset can be traded against the drive phase, with small changes in the hoppings. The individual offsets therefore have no fixed sign. The repulsion estimate concerns their differences: it predicts that resonator 1 must be raised relative to resonator 3 by 0.15 GHz, close to the 0.173 GHz found here.

**Temperature and drive.** With a rough index of 2.2 and thermo-optic coefficient of $4\times10^{-5}$ per K, a common drift has the size

$$193410\times\frac{4\times10^{-5}}{2.2}\approx3.5\ {\rm GHz/K}.$$

At fixed drive frequency, the 20 dB half-bandwidth of the ideal lossless ring, 0.1005 GHz, allows an error of about 29 mK. Loss, mismatch and the link terms change this figure.

For the electrical drive, assume that a tenth of the mode energy lies in the modulated link and treat the 1 GHz hopping amplitude as an equal frequency shift. The index amplitude is $2.2/(193410\times0.1)\approx1.1\times10^{-4}$. A Pockels coefficient $r\approx30$ pm/V and $\Delta n=n^3r\mathcal E/2$ give a field $\mathcal E\approx0.0071$ MV/cm, or 3.6 V across 5 µm. This is about a quarter of a rough air-breakdown field of 0.03 MV/cm. Thermal light is negligible: a mode at 300 K holds about $4\times10^{-14}$ photons.

**Beside a real device.** The wavelength, index and electro-optic coefficient are ordinary for this material. The internal quality factor is optimistic for resonators with modulated links attached, and a fully modulated hopping at 40 GHz is demanding. An index change in a link also modulates the frequencies of the resonators it joins. The model omits this effect, which can cost a few more decibels of isolation before retuning if it is as large as the hopping modulation. Of the departures calculated separately here at fixed settings, the static link hopping reduces isolation most, to 19.1 dB for the drive phases used. The rule $J=\kappa/2$ is therefore a starting point for tuning such a device: loss raises the required hopping, and the link terms shift the resonances.
